**Depolarization factors of an ellipsoid: sum rule and porous-film example**

For an ellipsoid with semi-axes \(a_i\), the depolarization factors \(L_i\), defined by the internal field \(E_i=-4\pi L_iP_i\) at uniform polarization \(P_i\), sum to one. The program asserts symbolically that the summed integrands form the total derivative \(-2\,d(1/f)/ds\), where \(f(s)=\sqrt{(s+a_1^2)(s+a_2^2)(s+a_3^2)}\). For 40 random shapes the separately integrated factors sum to one within \(1.4\times10^{-14}\). Direct quadrature over the surface charge of three ellipsoids, at the centre and at two other interior points, reproduces the predicted field within \(3.4\times10^{-13}\) in the program's units. For a pore in a dielectric, the program also asserts that the normal displacement is continuous at two points of the wall. The film formula is asserted against the series and parallel limits and against a coated sphere. In the example, pores with semi-axes 1.5, 1.0 and 0.6 nm have factors 0.176, 0.298 and 0.527, and the film permittivities along the same axes are 2.45, 2.41 and 2.32.

## Numerical check

```python
"""
Result under test: the depolarization factors L_i of an ellipsoid with
semi-axes a_i sum to one, where
    L_i = (a1 a2 a3 / 2) * integral_0^inf ds / ((s + a_i^2) f(s)),
    f(s) = sqrt((s + a1^2)(s + a2^2)(s + a3^2)).
The sum of the integrands is the total derivative -2 d(1/f)/ds.
L_i is defined by the field E_i = -4 pi L_i P_i inside a uniformly
polarized ellipsoid (Gaussian-type units). Fields are computed here by
direct quadrature over the surface charge and compared with L_i.
The example is a film with aligned ellipsoidal pores.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq


def depolarization(axes):
    """Integral over s, by the trapezoidal rule in log(s)."""
    axes = np.asarray(axes, float)
    step = 0.1
    s = np.exp(np.arange(-45.0, 45.0, step))
    shifted = s + axes[:, None] ** 2
    f = np.sqrt(np.prod(shifted, axis=0))
    return 0.5 * np.prod(axes) * step * np.sum(s / (shifted * f), axis=1)


def sphere_grid(n):
    """Unit directions and solid-angle weights."""
    mu, w = np.polynomial.legendre.leggauss(n)
    phi = 2 * np.pi * (np.arange(2 * n) + 0.5) / (2 * n)
    m, p = np.meshgrid(mu, phi, indexing="ij")
    q = np.sqrt(1 - m ** 2)
    u = np.array([q * np.cos(p), q * np.sin(p), m]).reshape(3, -1)
    return u, np.repeat(w, 2 * n) * np.pi / n


def surface(axes, grid):
    """Surface points and outward vector area elements."""
    u, w = grid
    return axes[:, None] * u, (np.prod(axes) / axes)[:, None] * u * w


def polarized_field(r, P, points, area):
    """Coulomb field at r of the surface charge P.n."""
    d = r[:, None] - points
    return np.sum(d * (P @ area) / np.sum(d ** 2, axis=0) ** 1.5, axis=1)


def charged_field(r, points, area):
    """Field at r of unit charge density, as a surface integral."""
    d = r[:, None] - points
    return np.sum(area / np.sqrt(np.sum(d ** 2, axis=0)), axis=1)


def field_factor(L, eps_in, eps_host):
    return 1 / (1 + L * (eps_in / eps_host - 1))


def film_permittivity(fractions, eps, factors):
    """Mean displacement divided by mean field."""
    fr, e, g = map(np.asarray, (fractions, eps, factors))
    return np.sum(fr * e * g) / np.sum(fr * g)


# ---- the total derivative, symbolically
s_, A_, B_, C_ = sp.symbols("s A B C", positive=True)
f_ = sp.sqrt((s_ + A_) * (s_ + B_) * (s_ + C_))
sum_ = sum(1 / ((s_ + q) * f_) for q in (A_, B_, C_))
assert sp.simplify((sp.diff(-2 / f_, s_) - sum_) * f_) == 0

# ---- the sum for random shapes, each factor integrated separately
rng = np.random.default_rng(1)
worst_sum = 0.0
for _ in range(40):
    shape = 10 ** rng.uniform(-2, 2, 3)
    worst_sum = max(worst_sum, abs(depolarization(shape).sum() - 1))
assert worst_sum < 1e-10

# ---- fields by quadrature against the s-integral
grid = sphere_grid(200)
worst_field = worst_charge = worst_angle = worst_centre = 0.0
for shape in ([1.5, 1.0, 0.6], [3.0, 1.0, 0.7], [1.0, 1.0, 1.0]):
    shape = np.array(shape)
    L = depolarization(shape)
    pts, area = surface(shape, grid)
    u, w = grid
    ratio = u ** 2 / shape[:, None] ** 2
    L_angle = np.sum(w * ratio / ratio.sum(axis=0), axis=1) / (4 * np.pi)
    worst_angle = max(worst_angle, np.max(abs(L_angle - L)))
    r3 = np.sum(pts ** 2, axis=0) ** 1.5
    L_centre = np.sum(area * pts / r3, axis=1) / (4 * np.pi)
    worst_centre = max(worst_centre, np.max(abs(L_centre - L)))
    for place in ([0, 0, 0], [0.3, -0.2, 0.3], [-0.4, 0.3, 0.1]):
        r = shape * np.array(place)
        P = np.array([0.7, -0.4, 1.1])
        E = polarized_field(r, P, pts, area)
        worst_field = max(worst_field, np.max(abs(E + 4 * np.pi * L * P)))
        E = charged_field(r, pts, area)
        worst_charge = max(worst_charge, np.max(abs(E - 4 * np.pi * L * r)))
assert max(worst_field, worst_charge, worst_angle, worst_centre) < 1e-6

# ---- limiting shapes
L_sphere = depolarization([1, 1, 1])
L_needle = depolarization([1000, 1, 1])
L_disc = depolarization([1000, 1000, 1])
assert np.allclose(L_sphere, 1 / 3, atol=1e-10)
assert np.allclose(L_needle, [0, 0.5, 0.5], atol=1e-4)
assert np.allclose(L_disc, [0, 0, 1], atol=2e-3)

# ---- example inputs (round, rough values for a porous low-k film)
axes = np.array([1.5, 1.0, 0.6])      # nm, z is the film normal
eps_m, eps_pore, porosity = 3.0, 1.0, 0.25
mean_field = 0.5                      # MV/cm, along z
L = depolarization(axes)
g = field_factor(L, eps_pore, eps_m)

# ---- growth of the sum with the cutoff of the s-integral
cutoffs = [0.1, 1.0, 10.0, 100.0]     # nm^2
running = []
for S in cutoffs:
    parts = [quad(lambda s, a=a: 0.5 * np.prod(axes) / ((s + a * a)
             * np.sqrt(np.prod(s + axes ** 2))), 0, S,
             epsabs=1e-11, limit=200)[0] for a in axes]
    closed = 1 - np.prod(axes) / np.sqrt(np.prod(S + axes ** 2))
    assert abs(sum(parts) - closed) < 1e-8
    running.append((S, sum(parts), closed))

# ---- pore in a dielectric: normal displacement across the wall.
# The outer field is summed from the surface charge at small heights
# and extrapolated to the wall.
fine_pts, fine_area = surface(axes, sphere_grid(600))
E0 = np.array([0.3, 0.5, 0.8])
E_in = g * E0
source = (eps_pore - eps_m) * E_in / (4 * np.pi * eps_m)
heights = 0.02 * np.arange(1, 6)
wall_checks = []
for direction in ([0.5, 0.5, 0.7], [0.3, -0.6, 0.7]):
    direction = np.array(direction) / np.linalg.norm(direction)
    r_wall = axes * direction
    normal = r_wall / axes ** 2
    normal /= np.linalg.norm(normal)
    En = [normal @ (E0 + polarized_field(r_wall + h * normal, source,
                                         fine_pts, fine_area))
          for h in heights]
    outside = eps_m * np.polyval(np.polyfit(heights, En, 4), 0.0)
    inside = eps_pore * (normal @ E_in)
    assert abs(outside - inside) < 1e-3
    wall_checks.append((inside, outside))
assert abs(np.sum(1 / g) - (2 + eps_pore / eps_m)) < 1e-10

# ---- film permittivity and its independent limits
phases = [1 - porosity, porosity]
eps_phases = [eps_m, eps_pore]
k_film = [film_permittivity(phases, eps_phases, [1, x]) for x in g]


def k_for_factor(depol):
    x = field_factor(depol, eps_pore, eps_m)
    return film_permittivity(phases, eps_phases, [1, x])


k_series = 1 / ((1 - porosity) / eps_m + porosity / eps_pore)
k_parallel = (1 - porosity) * eps_m + porosity * eps_pore
assert abs(k_for_factor(1.0) - k_series) < 1e-12
assert abs(k_for_factor(0.0) - k_parallel) < 1e-12
# Coated sphere that leaves the outer uniform field undisturbed:
# unknowns are core field, shell field, shell dipole, outer permittivity.
v = porosity
matching = np.array([[1, -1, -1 / v, 0],
                     [eps_pore, -eps_m, 2 * eps_m / v, 0],
                     [0, 1, 1, 0],
                     [0, eps_m, -2 * eps_m, -1]], float)
k_coated = np.linalg.solve(matching, [0, 0, 1, 0])[3]
k_spheres = k_for_factor(1 / 3)
assert abs(k_spheres - k_coated) < 1e-12

# ---- sizes of neglected effects


def bruggeman(depol, por):
    def balance(e):
        return sum(p * (x - e) / (e + depol * (x - e))
                   for p, x in ((1 - por, eps_m), (por, eps_pore)))
    return brentq(balance, eps_pore, eps_m, xtol=1e-14)


tiny = 1e-3
k_tiny = film_permittivity([1 - tiny, tiny], eps_phases, [1, g[2]])
assert abs(bruggeman(L[2], tiny) - k_tiny) < 0.01 * (eps_m - k_tiny)
k_brug = bruggeman(L[2], porosity)
k_random = film_permittivity(phases, eps_phases, [1, g.mean()])

eps_water, wet_share = 80.0, 0.05
k_wet = [film_permittivity(
    [1 - porosity, porosity * (1 - wet_share), porosity * wet_share],
    [eps_m, eps_pore, eps_water],
    [1, g[i], field_factor(L[i], eps_water, eps_m)]) for i in range(3)]

blur = 0.08                           # nm, about half a bond length
blurred = []
for sign in (-1, 1):
    new_axes = axes + sign * blur
    new_L = depolarization(new_axes)[2]
    new_por = porosity * np.prod(new_axes) / np.prod(axes)
    new_g = field_factor(new_L, eps_pore, eps_m)
    blurred.append((sign * blur, new_L, new_por,
                    film_permittivity(phases, eps_phases, [1, new_g]),
                    film_permittivity([1 - new_por, new_por],
                                      eps_phases, [1, new_g])))

matrix_field = mean_field / (1 - porosity + porosity * g[2])
pore_field = g[2] * matrix_field
volt_per_nm = 1e6 / 1e-2 * 1e-9       # 1 MV/cm in V/nm
energy_gain = pore_field * volt_per_nm * 2 * axes[2]
wall_breakdown, gap = 8.0, 9.0        # MV/cm and eV, rough
frequency = 10e9                      # Hz
phase = (2 * np.pi * frequency * np.sqrt(eps_m) * 2 * axes[0] * 1e-9
         / constants.c)

# ---- printed numbers
print(f"largest |sum L - 1|, 40 random shapes: {worst_sum:.1e}")
print(f"largest error, polarized-body field: {worst_field:.1e}")
print(f"largest error, charged-body field: {worst_charge:.1e}")
print(f"largest error, angular form of L: {worst_angle:.1e}")
print(f"largest error, surface form of L: {worst_centre:.1e}")
print("L sphere:", np.round(L_sphere, 6))
print("L needle 1000:1:1:", np.round(L_needle, 6))
print("L disc 1000:1000:1:", np.round(L_disc, 6))
print("pore semi-axes x, y, z (nm):", axes)
print(f"permittivity: matrix {eps_m}, pore {eps_pore}")
print(f"porosity: {porosity}")
print(f"L x, y, z: {L[0]:.5f} {L[1]:.5f} {L[2]:.5f}")
print(f"sum of L: {L.sum():.10f}")
for S, numeric, closed in running:
    print(f"cutoff {S:g} nm^2: sum {numeric:.6f}, formula {closed:.6f}")
print(f"pore/matrix field x, y, z: {g[0]:.4f} {g[1]:.4f} {g[2]:.4f}")
print(f"sum of inverse field ratios: {np.sum(1 / g):.6f}")
for inside, outside in wall_checks:
    print(f"normal D at wall (unit of E0): in {inside:.5f}, "
          f"out {outside:.5f}")
print("film permittivity x, y, z:", np.round(k_film, 4))
print(f"film permittivity, spherical pores: {k_spheres:.4f}")
print(f"same from coated sphere: {k_coated:.4f}")
print(f"layered limits: series {k_series:.4f}, parallel {k_parallel:.4f}")
print(f"Bruggeman estimate, z: {k_brug:.4f}")
print(f"randomly oriented pores: {k_random:.4f}")
print(f"water: permittivity {eps_water:g}, share of pores {wet_share}")
print("with water-filled pores, x, y, z:", np.round(k_wet, 4))
for shift, new_L, new_por, fixed, follows in blurred:
    print(f"wall shift {shift:+.2f} nm: L_z {new_L:.4f}, "
          f"porosity {new_por:.4f}")
    print(f"  k_z at fixed porosity {fixed:.4f}, "
          f"at shifted porosity {follows:.4f}")
print(f"mean field along z: {mean_field} MV/cm")
print(f"matrix field: {matrix_field:.4f} MV/cm")
print(f"pore and rim field: {pore_field:.4f} MV/cm")
print(f"rim field / mean field: {pore_field / mean_field:.4f}")
print(f"rough wall breakdown field: {wall_breakdown} MV/cm")
print(f"mean field when rim reaches it: "
      f"{wall_breakdown * mean_field / pore_field:.2f} MV/cm")
print(f"electron energy gain across pore: {energy_gain:.4f} eV")
print(f"rough energy gap of the wall: {gap} eV")
print(f"wave phase across pore at {frequency / 1e9:g} GHz: "
      f"{phase:.1e} rad")
print("no test failed")
```

Output:

```
largest |sum L - 1|, 40 random shapes: 1.4e-14
largest error, polarized-body field: 3.4e-13
largest error, charged-body field: 3.4e-14
largest error, angular form of L: 7.5e-15
largest error, surface form of L: 2.5e-14
L sphere: [0.333333 0.333333 0.333333]
L needle 1000:1:1: [7.00000e-06 4.99997e-01 4.99997e-01]
L disc 1000:1000:1: [7.84000e-04 7.84000e-04 9.98431e-01]
pore semi-axes x, y, z (nm): [1.5 1.  0.6]
permittivity: matrix 3.0, pore 1.0
porosity: 0.25
L x, y, z: 0.17571 0.29752 0.52677
sum of L: 1.0000000000
cutoff 0.1 nm^2: sum 0.174659, formula 0.174659
cutoff 1 nm^2: sum 0.697297, formula 0.697297
cutoff 10 nm^2: sum 0.975912, formula 0.975912
cutoff 100 nm^2: sum 0.999116, formula 0.999116
pore/matrix field x, y, z: 1.1327 1.2474 1.5413
sum of inverse field ratios: 2.333333
normal D at wall (unit of E0): in 1.42009, out 1.42009
normal D at wall (unit of E0): in 0.85320, out 0.85320
film permittivity x, y, z: [2.4518 2.4126 2.3212]
film permittivity, spherical pores: 2.4000
same from coated sphere: 2.4000
layered limits: series 2.0000, parallel 2.5000
Bruggeman estimate, z: 2.2891
randomly oriented pores: 2.3930
water: permittivity 80, share of pores 0.05
with water-filled pores, x, y, z: [2.6442 2.5408 2.4039]
wall shift -0.08 nm: L_z 0.5463, porosity 0.1887
  k_z at fixed porosity 2.3121, at shifted porosity 2.4643
wall shift +0.08 nm: L_z 0.5106, porosity 0.3223
  k_z at fixed porosity 2.3286, at shifted porosity 2.1621
mean field along z: 0.5 MV/cm
matrix field: 0.4404 MV/cm
pore and rim field: 0.6788 MV/cm
rim field / mean field: 1.3576
rough wall breakdown field: 8.0 MV/cm
mean field when rim reaches it: 5.89 MV/cm
electron energy gain across pore: 0.0815 eV
rough energy gap of the wall: 9.0 eV
wave phase across pore at 10 GHz: 1.1e-06 rad
no test failed
```
